# Magnetic versus electric near-field heat exchange between small metal spheres, part 2

Two identical nonmagnetic metal spheres at different temperatures exchange heat across vacuum through fluctuating electric and magnetic dipoles. Each has radius $R$ and conductivity $\sigma$, so far taken as real; their centres are $d$ apart along the unit vector $\mathbf n$. Units are SI, fields vary as $e^{-i\omega t}$, and $k=\omega/c$. The responses are defined by

$$\mathbf p=\varepsilon_0\alpha_E\mathbf E,\qquad \mathbf m=\alpha_M\mathbf H ,$$

and $\alpha''$ denotes absorption alone. With $s=\sigma/(\varepsilon_0\omega)$, $\varepsilon=1+is$ and skin depth $\delta=\sqrt{2/(\mu_0\sigma\omega)}$, the static electric result is $\alpha_E=4\pi R^3[1-3/(3+is)]$, where $3+is=\varepsilon+2$. For $s\gg1$ and $R\ll\delta$, the losses are

$$\alpha_E''=4\pi R^3\frac{3}{s},\qquad \alpha_M''=4\pi R^3\frac{\mu_0\sigma\omega R^2}{30},\qquad \mathcal Q=\frac{\alpha_M''}{\alpha_E''}=\frac{(Z_0\sigma R)^2}{90},$$

with $Z_0=\sqrt{\mu_0/\varepsilon_0}$. They are equal at the crossover radius $R_c=\sqrt{90}/(Z_0\sigma)$.

A mode's mean thermal energy is $\Theta=\hbar\omega/(e^{\hbar\omega/k_BT}-1)$. Each component of $\mathbf p$ has mean square $2\varepsilon_0\alpha_E''\Theta/(\pi\omega)$ per unit $\omega$. For $R\ll d\ll c/\omega$, the one-way powers per unit $\omega$, $P_{EE}$ (electric to electric) and $P_{MM}$ (magnetic to magnetic), are $3(\alpha'')^2\Theta/(4\pi^3d^6)$ with the matching $\alpha''$, so $P_{MM}/P_{EE}=\mathcal Q^2$. In the far zone, the electric exchange is instead

$$P_{\rm far}=\frac{k^4(\alpha_E'')^2}{4\pi^3d^2}\,\Theta .$$

Writing $\alpha''=4\pi R^3A\omega$, with $A_E=3\varepsilon_0/\sigma$ and $A_M=\mu_0\sigma R^2/30$, gives the closed one-way power over the whole spectrum:

$$P=\frac{4\pi^3}{5}\left(\frac Rd\right)^6A^2\,\frac{(k_BT)^4}{\hbar^3}.$$

The example, a resistive alloy such as nichrome, has $\sigma=10^6$ S/m, $R=50$ nm, $d=400$ nm, $T=300$ K, $\mathcal Q=3.94$ and $\mathcal Q^2=15.5$. At the mean thermal frequency, $\omega=1.505\times10^{14}$ rad/s, one has $s=750$, $\delta=103$ nm, $R/\delta=0.49$ and $kd=0.20$. The metal is a good conductor, but $R/\delta$ is not very small, which calls the small-sphere formulas into question.

Q: Precisely. You neglected the field of the eddy currents. How much does it change at half a skin depth?

A: We can solve for the field inside. Let $q^2=i\mu_0\sigma\omega=2i/\delta^2$, $y=qR$ and $u=R/\delta$, so $y^2=2iu^2$. In an applied field $B_0$ the vector potential is azimuthal and proportional to $\sin\theta$. Its radial factors are

$$Cj_1(qr)\ \ (r<R),\qquad \frac{B_0r}{2}+\frac{M}{r^2}\ \ (r>R),\qquad M=\frac{\mu_0m}{4\pi},$$

with $j_n$ the spherical Bessel functions. The potential and the radial derivative of $r$ times it are continuous, because $B_r$ and $H_\theta$ are. Using $[zj_1(z)]'=zj_0-j_1$,

$$Cj_1(y)=\frac{B_0R}{2}+\frac{M}{R^2},\qquad C[yj_0(y)-j_1(y)]=B_0R-\frac{M}{R^2}.$$

Adding them gives $Cyj_0=3B_0R/2$. Substituting $C$ into the first equation, and using $3j_1/y-j_0=j_2$, gives

$$\frac M{R^2}=\frac{B_0R}{2}\frac{j_2(y)}{j_0(y)},\qquad \alpha_M=2\pi R^3\frac{j_2(y)}{j_0(y)} .$$

The series are $j_0=1-y^2/6+y^4/120-\dots$ and $j_2=(y^2/15)(1-y^2/14+y^4/504-\dots)$. Their quotient yields

$$\alpha_M=4\pi R^3\frac{y^2}{30}\left(1+\frac{2y^2}{21}+\frac{y^4}{105}+\dots\right).$$

Since $y^2/30=iu^2/15$ is imaginary, the $y^2$ term in the bracket changes the real part only. The $y^4=-4u^4$ term changes the loss:

$$\alpha_M''=4\pi R^3\frac{u^2}{15}\left(1-\frac{4u^4}{105}+\dots\right).$$

The prefactor is the earlier one, as $u^2/15=\mu_0\sigma\omega R^2/30$.

Q: The electric current must also be redistributed. Does that work in the same direction?

A: It works in the opposite direction. For the electric mode, the magnetic field inside is azimuthal and proportional to $j_1(qr)\sin\theta$. Taking its curl gives, at the surface and with a common constant $K$,

$$\varepsilon E_r=2Kj_1\cos\theta,\qquad \varepsilon E_\theta=-K(yj_0-j_1)\sin\theta .$$

Outside, with $D=p/(4\pi\varepsilon_0R^3)$, the components are $(E_0+2D)\cos\theta$ and $-(E_0-D)\sin\theta$. Matching $\varepsilon E_r$ and $E_\theta$ leads to

$$E_0+2D=\varepsilon F(E_0-D),\qquad F=\frac{2j_1}{yj_0-j_1}.$$

So $\varepsilon$ is replaced by $\varepsilon F$ in the static result, and for $s\gg1$ the lossy term is $-3/(\varepsilon F)=(3i/s)(1/F)$. With $j_1=(y/3)(1-y^2/10+y^4/280-\dots)$,

$$\frac1F=\frac{yj_0}{2j_1}-\frac12=1-\frac{y^2}{10}-\frac{y^4}{350}+\dots$$

The loss takes the real part of $1/F$, so

$$\alpha_E''=4\pi R^3\frac3s\left(1+\frac{2u^4}{175}+\dots\right).$$

The quotient $\mathcal Q$ is thus multiplied by $1-(4/105+2/175)u^4=1-26u^4/525$, and its square gives

$$\frac{P_{MM}}{P_{EE}}=\mathcal Q^2\left[1-\frac{52}{525}\left(\frac R\delta\right)^4+\dots\right].$$

Q: A fourth-order series can look harmless and then fail. What does the full sphere response say?

A: Mie theory, which keeps the wave both inside and outside the sphere, was evaluated for this metal at the mean frequency. The exchange ratio computed from its absorptive dipole responses, divided by $\mathcal Q^2$, is:

- 0.992 at $R=0.5\,\delta$
- 0.900 at $R=\delta$
- 0.284 at $R=2\delta$
- 0.0006 at $R=5\delta$

The series gives 0.994 and 0.901 for the first two. So "smaller than the skin depth" is a fair condition at this value of $s$, for real $\sigma$, if an error of up to about 10% relative to $\mathcal Q^2$ is acceptable; for 1% one needs roughly $R<\delta/2$.

For $u\gg1$ with $kR$ still small, and with $y=(1+i)u$, one has $j_1/j_0\to i$. The losses then tend to $3/(4u)$ and $(3/s)(u/2)$ in units of $4\pi R^3$. Relative to the small-sphere formulas, $\mathcal Q$ is multiplied by $45/(4u^3)$ divided by $u/2$, or $45/(2u^4)$. In this limit the exchange ratio, divided by $\mathcal Q^2$, therefore tends to $(45/2u^4)^2$, which falls as $u^{-8}$. The limit is only a guide for this metal: at $R=5\delta$ it gives 0.0013, about twice the value listed above, and in much larger spheres $kR$ is no longer small. Physically, both currents have retreated to a surface layer: eddy currents now keep the magnetic field out, while the charging current is squeezed into a smaller volume and heats it more.

Q: You also treated $\sigma$ as real. At $10^{14}$ rad/s electrons have inertia.

A: Let $\sigma(\omega)$ be complex. For a good conductor $\varepsilon\simeq i\sigma(\omega)/(\varepsilon_0\omega)$, and the electric loss contains

$$\mathrm{Im}\left(-\frac3\varepsilon\right)=3\varepsilon_0\omega\,\mathrm{Re}\frac1{\sigma(\omega)}=3\varepsilon_0\omega\frac{\mathrm{Re}\,\sigma(\omega)}{|\sigma(\omega)|^2}.$$

The eddy heat contains $\mathrm{Re}\,\sigma(\omega)$. That factor cancels in the quotient, leaving

$$\mathcal Q(\omega)=\frac{(Z_0|\sigma(\omega)|R)^2}{90}.$$

To leading order for a small sphere, the spectral law survives with the modulus of the conductivity, but the ratio now depends on frequency. In the Drude model $\sigma(\omega)=\sigma/(1-i\omega\tau)$, so $|\sigma(\omega)|^2=\sigma^2/(1+\omega^2\tau^2)$. Inertia lowers the magnetic share. It also weakens the skin-depth rule found above. Now $y^2=2iu^2/(1-i\omega\tau)$, with $u=R/\delta$ still defined by the static $\sigma$. This has a real part, so the term $2y^2/21$ enters the magnetic loss, while the electric loss is unchanged at this order. The exchange ratio is multiplied by $1-\tfrac{16}{21}u^2\omega\tau/(1+\omega^2\tau^2)$, a correction of second order in $u$. For $\omega\tau=0.15$ the full sphere response lies about 4% below the $|\sigma|$ law at $R=\delta/2$ and about 19% below it at $R=\delta$.

Q: How does all this move the 15.5 for an actual alloy particle?

A: The conductivity is roughly typical of nichrome; the relaxation time of 1 fs and mean free path of 1 nm are rough assumed values for such a disordered metal. With $\tau=0$, integrating the Mie dipole losses and full dipole fields over the spectrum gives 15.4. Including $\tau=1$ fs gives 14.1; the factor $|\sigma(\omega)|^4$ alone would give about 14.6, and the rest comes from the $u^2\omega\tau$ term. Adding a bound-electron permittivity of 10 in place of 1 gives 14.0. Surface scattering was estimated separately, at $\tau=0$, by dividing $\sigma$ by $1+\ell/R$ with $\ell=1$ nm; that gives 14.2, about 8% below 15.4, because the ratio varies as $\sigma^4$. If these reductions simply multiply, the dipole ratio is about 13. Oxide layers, grain structure, a supporting substrate and the temperature dependence of $\sigma$ are left out. These are results of the model, not measurements. The fourth power also means that a conductivity 10% higher raises the ratio by 46% and one 10% lower reduces it by 34%; at $0.91\times10^6$ S/m and $\tau=0$ the ratio is 10.6.

Q: What about a really good metal? Your crossover radius falls as $1/\sigma$.

A: For $\sigma=4\times10^7$ S/m, roughly that of a noble metal, the formula gives $R_c=0.63$ nm. But the electron mean free path in such a metal is roughly tens of nanometres, so local Ohm's law with the bulk conductivity cannot hold in a sphere of that size. Inertia matters too: with a relaxation time near 27 fs, $\omega\tau\approx4$ at the mean thermal frequency, and using $|\sigma(\omega)|$ alone moves the crossover there to about 2.6 nm. Neither number should be read as the real crossover. The resistive alloy suits the law better because its assumed mean free path is far below $R$.

Q: You have compared electric-electric with magnetic-magnetic. Can't an electric dipole in one sphere drive eddy currents in the other?

A: It can. The oscillating dipole is a current element $\dot{\mathbf p}$, with near magnetic field $\mathbf H=\dot{\mathbf p}\times\mathbf n/(4\pi d^2)$. The two transverse components contribute, so

$$P_{EM}(\omega)=\omega\mu_0\alpha_M''\cdot\frac{2\omega^2}{16\pi^2d^4}\cdot\frac{2\varepsilon_0\alpha_E''\Theta}{\pi\omega}=\frac{k^2\alpha_E''\alpha_M''}{4\pi^3d^4}\,\Theta .$$

The reverse path, from a magnetic dipole to an electric one, carries the same power: at equal temperatures the two must balance, and the spheres are identical. Together,

$$\frac{P_{EM}+P_{ME}}{P_{EE}}=\frac23(kd)^2\mathcal Q,\qquad \frac{P_{EM}+P_{ME}}{P_{MM}}=\frac23\frac{(kd)^2}{\mathcal Q}.$$

At the mean frequency the first is $\tfrac23\times0.201^2\times3.94=0.11$. The spectral integral with full dipole fields gives 0.15, larger chiefly because the factor $(kd)^2$ favours the upper part of the spectrum. Relative to the magnetic part, the mixed power is 1%. It does not enter the ratio defined here, but it belongs in the total. When $\mathcal Q$ is large enough that $(kd)^2\mathcal Q>3/2$, the mixed paths carry more heat than the electric-electric one.

Q: With $d=8R$ the field isn't quite uniform over a sphere. Do quadrupoles spoil the comparison?

A: They change it by a few percent. Near the second sphere write the applied field as $\mathbf E_0+G\mathbf r$, where $G$ is symmetric and traceless, and let $|G|^2$ be the sum of its squared elements. Summed over three unit source dipoles, and apart from a common factor, the squared fields give $6/d^6$. For a dipole along the axis $G$ is diagonal with entries $(3,3,-6)/d^4$; for each transverse dipole it has two equal off-diagonal entries of size $3/d^4$. The sum of $|G|^2$ is $(54+18+18)/d^8=90/d^8$, so $|G|^2/E_0^2$ becomes $15/d^2$.

Take the electric loss first. A good conductor cancels an applied potential $r^lY_l$ at its surface by adding $-R^{2l+1}r^{-l-1}Y_l$. The outer normal field is then $(2l+1)/l$ times the applied one, and the inner field is smaller by $is$. So the inner field is $3\mathbf E_0/(is)$ for $l=1$ and $5G\mathbf r/(2is)$ for $l=2$. Since $\int|G\mathbf r|^2dV=|G|^2\,4\pi R^5/15$, the heat ratio is

$$\frac{(25/4)\,|G|^2\,4\pi R^5/15}{9E_0^2\,4\pi R^3/3}=\frac5{36}\frac{R^2|G|^2}{E_0^2}\;\to\;\frac{25}{12}\frac{R^2}{d^2}.$$

For the magnetic loss, the applied field is $\mathbf B_0+G\mathbf r$. The vector potentials are $-\mathbf r\times\mathbf B_0/2$ and $-\mathbf r\times G\mathbf r/3$; both are tangential at the surface, so they drive the eddy currents directly. The directional average of $|\mathbf n\times G\mathbf n|^2$ is $|G|^2(1/3-2/15)=|G|^2/5$, and that of $|\mathbf n\times\mathbf B_0|^2$ is $2B_0^2/3$. Hence

$$\frac{\frac19\cdot\frac15|G|^2\,4\pi R^7/7}{\frac14\cdot\frac23B_0^2\,4\pi R^5/5}=\frac2{21}\frac{R^2|G|^2}{B_0^2}\;\to\;\frac{10}7\frac{R^2}{d^2}.$$

The dipole and quadrupole heats add without a cross term, by their opposite parity. Reciprocal paths, with the quadrupole in the source, double both results. Dipole-quadrupole exchange therefore adds $(25/6)(R/d)^2$ to the electric part and $(20/7)(R/d)^2$ to the magnetic part. Here these are 6.5% and 4.5%, and they lower the ratio by 2%. At smaller gaps the higher multipoles grow, and the dipole law should not be used near contact.

Q: Last doubt. Does the exchange with the neighbour dominate the cooling of a hot sphere?

A: Not in this example. The absorption cross-section is $k(\alpha_E''+\alpha_M'')$, so by Kirchhoff's law a sphere radiates into empty space

$$P_{\rm rad}=\int_0^\infty\frac{k^3}{\pi^2}(\alpha_E''+\alpha_M'')\,\Theta\,d\omega .$$

At 300 K this is $3.65\times10^{-14}$ W, about 130 times the one-way dipole exchange with its neighbour. The neighbour covers $1/256$ of the full solid angle, and it absorbs only about 0.5% of the far-zone radiation falling on its geometric cross-section, so the far-zone formula would give it a share of about $2\times10^{-5}$. The near field at $d=8R$ raises this about 360-fold, which still leaves the share below 1%. With $R$ fixed, the exchange grows roughly as $d^{-6}$ when the spheres approach, as long as dipoles dominate, while the radiation from an isolated sphere stays the same. An experiment at this spacing would have to separate the exchange from a much larger background; the complete set of computed values is in the numerical output.

## Numbers as computed

```
conductivity sigma = 1.00e+06 S/m
radius R = 50 nm, centre distance d = 400 nm
temperature T = 300 K
vacuum impedance Z0 = 376.730 ohm
Z0 sigma R = 18.837
loss quotient (Z0 sigma R)^2/90 = 3.9424
exchange ratio from the law = 15.542
crossover radius = 25.18 nm
crossover radius at 4e7 S/m = 0.630 nm
mean hbar omega/(kB T) of exchange = 3.8322
mean angular frequency = 1.505e+14 rad/s
sigma/(eps0 omega) there = 750.4
skin depth there = 102.8 nm, R/delta = 0.486
omega d/c there = 0.201, omega tau = 0.151
alphaE''/(4 pi R^3): formula 3.9981e-03, Mie 4.0041e-03
alphaM''/(4 pi R^3): formula 1.5762e-02, Mie 1.5727e-02
A_E = 2.6563e-17 s, A_M = 1.0472e-16 s
closed one-way power, electric = 1.6754e-17 W
closed one-way power, magnetic = 2.6040e-16 W
closed conductance 4(P_E+P_M)/T = 3.6954e-18 W/K
full dipole power, electric = 1.7143e-17 W
full dipole power, magnetic = 2.6386e-16 W
full dipole power, mixed (both paths) = 2.5267e-18 W
mixed/electric = 0.1474, mixed/magnetic = 0.0096
full dipole exchange ratio = 15.392
largest relative shift, 40 to 60 nodes = 2.4e-15
relaxation time = 1.0 fs: ratio 14.088
also background permittivity 10: ratio 13.997
mean free path 1.0 nm, surface: ratio 14.223
quadrupole addition, electric = 6.51 %
quadrupole addition, magnetic = 4.47 %
ratio factor from quadrupoles = 0.9808
power radiated to empty space = 3.650e-14 W
radiated/exchanged power = 128.7
R/delta = 0.25: R = 25.7 nm, Mie ratio/law = 0.99913
R/delta = 0.50: R = 51.4 nm, Mie ratio/law = 0.99182
R/delta = 1.00: R = 102.8 nm, Mie ratio/law = 0.89993
R/delta = 2.00: R = 205.7 nm, Mie ratio/law = 0.28448
R/delta = 5.00: R = 514.2 nm, Mie ratio/law = 0.00061
R = 10 nm: law 0.0249, Mie 0.0249
R = 25 nm: law 0.9714, Mie 0.9706
R = 50 nm: law 15.5424, Mie 15.4271
```
